# Can more absorption make a coupled-waveguide supermode less lossy?

**Q:** I have two identical waveguides side by side and want to put an absorbing film on the second one. Each supermode has some of its power in that guide. If I increase the absorption there, each supermode must lose power faster. The film has no gain, so how could the result be otherwise?

**A:** Each supermode does have power in guide 2, and the film has no gain, but your conclusion needs one more assumption. To find it, take single-mode guides with weak coupling, no reflections, and fields varying as $e^{i\beta z-i\omega t}$. Let $\kappa$ be the real coupling rate, $\alpha_0$ the background power loss of both guides, and $\alpha$ the extra power absorption of guide 2. Power absorption $\alpha$ means amplitude decay $\alpha/2$. After the common factor $e^{i\beta z-\alpha_0z/2}$ is removed, the amplitudes obey

$$a_1'=i\kappa a_2,\qquad a_2'=i\kappa a_1-\frac{\alpha}{2}a_2 ,$$

where the prime is $d/dz$ and $|a_j|^2$ is the power in guide $j$. Then

$$\frac{d|a_1|^2}{dz}=2\,\mathrm{Re}(i\kappa a_1^*a_2)=-2\kappa\,\mathrm{Im}(a_1^*a_2),$$

$$\frac{d|a_2|^2}{dz}=2\,\mathrm{Re}(i\kappa a_2^*a_1)-\alpha|a_2|^2=+2\kappa\,\mathrm{Im}(a_1^*a_2)-\alpha|a_2|^2 .$$

The exchange terms cancel in the sum, so the total power $P$ obeys $P'=-\alpha|a_2|^2$. A supermode keeps its shape as it decays. If a fraction $f_2$ of its power is in guide 2, its loss rate is therefore

$$\Gamma=\alpha f_2 .$$

Your conclusion follows if $f_2$ stays fixed while $\alpha$ grows. But the absorption is part of the equations that determine the supermode's shape, so $f_2$ has to be calculated.

**Q:** Then calculate it. I would expect symmetry to keep the power equally divided.

**A:** It does, up to a point. Put $a_j=v_je^{i\mu z}$ into the equations:

$$\mu v_1=\kappa v_2,\qquad \mu v_2=\kappa v_1+\frac{i\alpha}{2}v_2 .$$

The first gives $v_2=\mu v_1/\kappa$. Inserting this in the second and multiplying by $\kappa/v_1$ gives

$$\mu^2-\frac{i\alpha}{2}\mu-\kappa^2=0,\qquad \mu=\frac{i\alpha}{4}\pm\sqrt{\kappa^2-\frac{\alpha^2}{16}} .$$

Power varies as $|e^{i\mu z}|^2=e^{-2\,\mathrm{Im}\mu\,z}$, so $\Gamma=2\,\mathrm{Im}\,\mu$.

For $\alpha<4\kappa$ the square root is real. Both supermodes have $\Gamma=\alpha/2$. Also $|\mu|^2=\alpha^2/16+\kappa^2-\alpha^2/16=\kappa^2$, so $|v_2/v_1|=1$ and $f_2=1/2$. In this range your expectation holds.

For $\alpha>4\kappa$ the root is imaginary, and since $2\sqrt{\alpha^2/16-\kappa^2}=\tfrac12\sqrt{\alpha^2-16\kappa^2}$,

$$\Gamma_\mp=\frac{\alpha}{2}\mp\frac12\sqrt{\alpha^2-16\kappa^2} .$$

The lower loss changes with absorption as

$$\frac{d\Gamma_-}{d\alpha}=\frac12\left(1-\frac{\alpha}{\sqrt{\alpha^2-16\kappa^2}}\right)<0,$$

because the square root is smaller than $\alpha$. The least-lossy supermode becomes more transparent as the absorption increases. The other one becomes lossier, since $\Gamma_-+\Gamma_+=\alpha$.

**Q:** Where does the light go, if it is not absorbed?

**A:** It stays in guide 1. From $f_2=\Gamma_-/\alpha$,

$$f_2=\frac12\left(1-\sqrt{1-\frac{16\kappa^2}{\alpha^2}}\right)\simeq\frac{4\kappa^2}{\alpha^2}\qquad(\alpha\gg4\kappa),$$

where I used $\sqrt{1-x}\simeq1-x/2$. The power share falls as $1/\alpha^2$, while the absorption per unit power in guide 2 rises as $\alpha$. Their product is $\Gamma_-\simeq4\kappa^2/\alpha$.

The amplitudes show the same thing. When guide 2 is very lossy, $a_2$ settles quickly to the value at which feeding balances decay, $i\kappa a_1\simeq(\alpha/2)a_2$. Thus $a_2\simeq2i\kappa a_1/\alpha$, and the absorbed power per unit length is $\alpha|a_2|^2\simeq4\kappa^2|a_1|^2/\alpha$. Faster decay prevents amplitude from building up in guide 2.

**Q:** What happens at $\alpha=4\kappa$ itself?

**A:** Both roots are $\mu=i\kappa$. With $M$ the matrix of the eigenvalue equations,

$$N=M-i\kappa=\begin{pmatrix}-i\kappa&\kappa\\ \kappa&i\kappa\end{pmatrix},\qquad N^2=0,\quad N\neq0 .$$

The equation $Nv=0$ has the single solution $v_2=iv_1$, so the two supermodes have merged into one. This is an exceptional point. Two modes with equal loss but different shapes would not be one.

**Q:** Could I then add a film to make my existing waveguide pair better than it was without the film?

**A:** Not in this sense. Restoring the background gives a least loss of $\alpha_0+\Gamma_-$, and $\Gamma_->0$ for any finite $\alpha>4\kappa$. It approaches $\alpha_0$ from above. The gain in transparency is relative to a smaller absorption beyond the exceptional point.

One can also ask which strong absorption matches a weak one, $\alpha_w<4\kappa$. The product of the losses beyond the exceptional point is

$$\Gamma_-\Gamma_+=\frac{\alpha^2}{4}-\frac{\alpha^2-16\kappa^2}{4}=4\kappa^2 .$$

With the sum rule this gives $\alpha=\Gamma_-+4\kappa^2/\Gamma_-$. Setting $\Gamma_-=\alpha_w/2$,

$$\alpha=\frac{\alpha_w}{2}+\frac{8\kappa^2}{\alpha_w} .$$

The strong absorption must exceed this value before its least-lossy supermode beats those of the weakly absorbing pair.

**Q:** Give me numbers for silicon wires.

**A:** Take wires 450 nm wide and 220 nm thick, separated by 500 nm of oxide, at 1550 nm. With rough typical indices of 3.476 and 1.444, the vertical slab has effective index 2.848. Using it as the core index of a lateral layered problem is the effective-index method. The layered guide also has a weakly bound second mode, of index about 1.51. It is far from phase matching with the fundamental mode, so only the fundamental modes are kept. In the lossless pair the eigenvalues are $\mu=\pm\kappa$, so half the difference of the two propagation constants is $\kappa=85.5\ \mathrm{cm^{-1}}$.

The exceptional point is at $4\kappa=342\ \mathrm{cm^{-1}}$, or 1485 dB/cm. The supermode loss there is half as large, $171\ \mathrm{cm^{-1}}$. At twice that absorption, $\alpha=684\ \mathrm{cm^{-1}}$,

$$\Gamma_-=342-\tfrac12\sqrt{684^2-342^2}=342-296.2=45.8\ \mathrm{cm^{-1}},$$

or 199 dB/cm, with 6.7% of the power in guide 2. At four times the exceptional-point absorption the least loss is $21.7\ \mathrm{cm^{-1}}$, or 94 dB/cm, and the share is 1.6%.

For the matching rule take $\alpha_w=171\ \mathrm{cm^{-1}}$. The equally good strong absorption is $85.5+8(85.5)^2/171=427.5\ \mathrm{cm^{-1}}$. Both give a least loss of $85.5\ \mathrm{cm^{-1}}$.

**Q:** Those values all rest on two coupled amplitudes. Does the effect survive in Maxwell's equations?

**A:** It does in the lateral layered problem. There the core of guide 2 is given a complex permittivity, chosen so that this guide alone has absorption $\alpha$. At 0.5, 1.25, 2 and 4 times the exceptional-point value, the least losses are 84.8, 85.5, 45.8 and $21.8\ \mathrm{cm^{-1}}$. The largest deviation of these Maxwell values from the two-amplitude formula is 0.9%, relative to the formula. A separate finite-difference solution at twice the exceptional-point absorption gives 45.842 and $45.838\ \mathrm{cm^{-1}}$ on 5 nm and 2.5 nm meshes. This checks the layered solution, but not the reduction from the real cross-section. Agreement is poorer close to the exceptional point. There the least Maxwell loss peaks at about $162\ \mathrm{cm^{-1}}$ instead of 171, and at $\alpha=4\kappa$ the two losses are about 157 and $185\ \mathrm{cm^{-1}}$ instead of both 171.

**Q:** Suppose I launch light into guide 1 and measure the total output. Will the minimum mark the exceptional point?

**A:** In general it will not, because that launch excites both supermodes. Differentiate $a_1'=i\kappa a_2$ and insert the equation for $a_2'$:

$$a_1''=-\kappa^2a_1-\frac{\alpha}{2}\,i\kappa a_2=-\kappa^2a_1-\frac{\alpha}{2}a_1' .$$

The exponents are $-\alpha/4\pm q$, with $q=\sqrt{\alpha^2/16-\kappa^2}$. The launch conditions $a_1(0)=1$ and $a_1'(0)=0$ give

$$a_1=e^{-\alpha z/4}\left[\cosh qz+\frac{\alpha}{4q}\sinh qz\right].$$

In $a_1'$ the cosh terms cancel, and the sinh terms have coefficient $q-\alpha^2/(16q)=-\kappa^2/q$. Hence

$$a_2=\frac{a_1'}{i\kappa}=\frac{i\kappa}{q}e^{-\alpha z/4}\sinh qz .$$

Leave out the background loss and hold the length $L$ fixed while $\alpha$ varies. For $L=58\ \mu$m, where $\kappa L=0.5$, the output is least at 1.92 times the exceptional-point absorption. For $L=351\ \mu$m, where $\kappa L=3$, it is least at 0.64 times.

**Q:** Why does the minimum move to opposite sides?

**A:** In a short device with $\kappa L\ll1$, guide 1 is hardly depleted. Setting $a_1\simeq1$ gives $a_2\simeq(2i\kappa/\alpha)(1-e^{-\alpha z/2})$. The absorbed power $\alpha\int_0^L|a_2|^2dz$ is then $\kappa^2L^2$ times a function of $\alpha L$ alone. That function vanishes for both small and large $\alpha L$, so it peaks at a fixed $\alpha L$. The corresponding $\alpha/4\kappa$ grows as $1/(\kappa L)$ when the device is shortened.

For the longer device, take $q\to0$ at the exceptional point, so that $\sinh(qL)/q\to L$:

$$P=e^{-2\kappa L}\left[(1+\kappa L)^2+(\kappa L)^2\right]=25e^{-6}=0.062 .$$

The factor 25 offsets much of the exponential decay. At the minimum, $\alpha L/2=0.638\times4\times3/2=3.83$ and $e^{-3.83}=0.022$. The output is 0.020, so the corresponding factor is only about 0.9. Although the exponential is larger there, the output is smaller.

Well beyond the exceptional point the transparent supermode dominates the longer device. At four times the exceptional-point absorption, $\Gamma_-L=3\times21.72/85.5=0.762$, so its decay factor is 0.467. Its starting amplitude in guide 1 is $\tfrac12(1+\alpha/4q)=\tfrac12(1+4/\sqrt{15})=1.016$. Including its small share in guide 2, the output is $1.016^2\times0.467/(1-0.016)=0.49$, compared with 0.062 at the exceptional point.

**Q:** My guides will not be perfectly identical. Does a mismatch destroy the effect?

**A:** It destroys the exceptional point, but the least loss still has a maximum. Let $\Delta=\beta_1-\beta_2$ be held fixed and measure $\mu$ from $\beta_1$. The term $i\alpha/2$ becomes $s=-\Delta+i\alpha/2$, so

$$\mu^2-s\mu-\kappa^2=0,\qquad s=\mu-\frac{\kappa^2}{\mu} .$$

A double root needs $s^2=-4\kappa^2$, which requires $\Delta=0$. For $\Delta\neq0$ write $\mu=x+iy$ and $|\mu|^2=c\kappa^2$. The real and imaginary parts of $s$ give

$$-\Delta=x\left(1-\frac1c\right),\qquad \frac{\alpha}{2}=y\left(1+\frac1c\right).$$

The other root is $-\kappa^2/\mu$, whose imaginary part is $y/c$. The less lossy root therefore has $c<1$. Differentiating $s$ with respect to $\alpha$ gives

$$\frac{i}{2}=\left(1+\frac{\kappa^2}{\mu^2}\right)\frac{d\mu}{d\alpha},\qquad \frac{dy}{d\alpha}=\frac12\,\mathrm{Re}\,\frac{\mu^2}{\mu^2+\kappa^2} .$$

Multiplying numerator and denominator by $\mu^{*2}+\kappa^2$ shows that this vanishes when $|\mu|^4+\kappa^2(x^2-y^2)=0$, or $y^2-x^2=c^2\kappa^2$. Together with $y^2+x^2=c\kappa^2$,

$$y^2=\frac{\kappa^2c(1+c)}{2},\qquad x^2=\frac{\kappa^2c(1-c)}{2} .$$

Inserting these in the expressions for $\Delta$ and $\alpha$,

$$|\Delta|=\frac{\kappa(1-c)^{3/2}}{\sqrt{2c}},\qquad \frac{\alpha}{2}=\frac{\kappa(1+c)^{3/2}}{\sqrt{2c}} .$$

As $c$ goes from 0 to 1, $|\Delta|$ falls steadily from infinity to zero, so each mismatch has one stationary point. It is a maximum, because the least loss is positive but tends to zero for both small and large $\alpha$. To eliminate $c$, define $A=(\alpha/2)^{2/3}$ and $D=|\Delta|^{2/3}$. Then $A-D=(2c\kappa)^{2/3}$ and $A+D=2(\kappa^2/2c)^{1/3}$, so

$$(A-D)(A+D)^2=4\kappa^2,\qquad \Gamma_{\rm peak}=2y=2\kappa\sqrt{\frac{c(1+c)}{2}} .$$

For $\Delta=0$ this returns $\alpha=4\kappa$ and $\Gamma_{\rm peak}=2\kappa$. For $|\Delta|\gg\kappa$, $c\simeq\kappa^2/2\Delta^2$, and the peak moves to $\alpha\simeq2|\Delta|$ with height $\kappa^2/|\Delta|$.

**Q:** How much mismatch should I expect, and is the required absorption realistic?

**A:** In this model a 1 nm width error gives $\Delta=69\ \mathrm{cm^{-1}}$, comparable to $\kappa$. The peak shifts only from 342 to $330\ \mathrm{cm^{-1}}$, but its height drops from 171 to $73\ \mathrm{cm^{-1}}$. A 1 K temperature difference gives $7.4\ \mathrm{cm^{-1}}$, so a difference of about 9 K between the guides could compensate the width error if the narrower guide is the warmer one. Undoped graphene on such a wire absorbs very roughly 1000 dB/cm if the sheet extends well past the wire, and about 740 dB/cm if it covers only the top face. Both are below the 1485 dB/cm needed in this model. The points at two and four times the exceptional-point value are far above that film's range. A wider gap would lower $\kappa$ and the requirement. A rough background of 2 dB/cm adds $0.46\ \mathrm{cm^{-1}}$, about 2% of the smallest supermode loss above. The effective-index method overestimates $\kappa$ here. A full-vector calculation of the wire cross-section gives about $55\ \mathrm{cm^{-1}}$, which puts the exceptional point near 960 dB/cm, close to the rough graphene value. On staggered meshes of about 25, 12.5 and 8 nm this coupling is 54.7, 55.2 and $55.3\ \mathrm{cm^{-1}}$, so it is converged to within about $0.5\ \mathrm{cm^{-1}}$. The same calculation gives about $87\ \mathrm{cm^{-1}}$ of detuning per nanometre of width error, which would take about 11 K to compensate. Mismatch therefore matters more than in the layered model. A uniform lossy core is also only a stand-in for a film, so the numbers above illustrate the effect and are not predictions for a fabricated device.

**Q:** If I dope guide 2 instead and see the least loss fall, have I demonstrated this effect?

**A:** Not from that observation alone, because carriers also shift the index. In the Drude model their permittivity change is proportional to $-1/[\omega(\omega+i/\tau)]$, whose real and imaginary parts have magnitude ratio $r=\omega\tau$. To first order the propagation constant shifts in the same ratio, so $|\Delta|=r\alpha/2$. For large $\alpha$ the small root is $\mu\simeq-\kappa^2/s$, and

$$\Gamma_-\simeq\frac{2\kappa^2(\alpha/2)}{(\alpha/2)^2(1+r^2)}=\frac{4\kappa^2}{\alpha(1+r^2)} .$$

With $\tau=m^*\mu_c/e$, a rough carrier mobility $\mu_c=100\ \mathrm{cm^2/Vs}$ and $m^*=0.26\,m_e$ give $r=18$. At $\alpha=684\ \mathrm{cm^{-1}}$ the two-amplitude model then gives a least loss of $0.13\ \mathrm{cm^{-1}}$, instead of 45.8 without the index shift. The layered Maxwell problem gives 0.15. Empirical fits for silicon doped this heavily suggest a smaller $r$, roughly 4 to 11 depending on carrier type and fit. For $r=4$ to 9 the formula gives about 2.5 to $0.5\ \mathrm{cm^{-1}}$. The index shift still dominates.

Now hold that detuning fixed and raise the absorption slightly. The maximum derived above has $A>D$, hence $\alpha/2>|\Delta|$. Here $\alpha/2=|\Delta|/r$ is smaller than $|\Delta|$, so we are on the rising side, where more absorption increases the loss. The fall seen on doping comes from the growing detuning. To isolate the effect of absorption, the phase mismatch must be held fixed as the absorption changes, which here means retuning at each doping level. In the two-amplitude model, holding it at zero gives the largest peak loss and restores the exceptional point. In the layered Maxwell problem the exceptional point lies slightly off zero, where the propagation constant of guide 2 alone is about $1.3\ \mathrm{cm^{-1}}$ larger than that of guide 1. The numerical output below gives the remaining values.

## Computed values

```
wavelength 1550 nm; indices Si 3.476, oxide 1.444
wire 450 x 220 nm, gap 500 nm
slab effective index 2.8478, wire 2.4170
coupling kappa = 85.50 1/cm
EP absorption = 342.0 1/cm = 1485 dB/cm
loss of both modes at EP = 171.0 1/cm = 743 dB/cm
Supermode losses without background:
alpha/EP 0.50: alpha 171.0 1/cm
  model: least 85.50, greatest 85.50 1/cm
  least 371.3 dB/cm; guide-2 power share 0.5000
  Maxwell least loss 84.76 1/cm
alpha/EP 1.25: alpha 427.5 1/cm
  model: least 85.50, greatest 342.00 1/cm
  least 371.3 dB/cm; guide-2 power share 0.2000
  Maxwell least loss 85.51 1/cm
alpha/EP 2.00: alpha 684.0 1/cm
  model: least 45.82, greatest 638.18 1/cm
  least 199.0 dB/cm; guide-2 power share 0.0670
  Maxwell least loss 45.84 1/cm
alpha/EP 4.00: alpha 1368.0 1/cm
  model: least 21.72, greatest 1346.28 1/cm
  least 94.3 dB/cm; guide-2 power share 0.0159
  Maxwell least loss 21.75 1/cm
largest model error in least loss 0.87 %
Mesh check of least loss at alpha/EP = 2:
  5 nm: 45.842, 2.5 nm: 45.838 1/cm
  shift -0.004, extrapolated 45.837 1/cm
Light launched in guide 1, no background loss:
  length 58 um (kappa L = 0.5):
  least output 0.9086 at alpha/EP = 1.918
  output at alpha/EP 1.00: 0.9197
  output at alpha/EP 4.00: 0.9233
  length 351 um (kappa L = 3.0):
  least output 0.0201 at alpha/EP = 0.638
  output at alpha/EP 1.00: 0.0620
  output at alpha/EP 4.00: 0.4899
Neglected effects (rough typical inputs):
background 2.0 dB/cm = 0.461 1/cm
1 nm width error: detuning 68.9 1/cm
  least loss then peaks at alpha = 330.2 1/cm
  with peak value 72.9 1/cm
silicon dn/dT 1.8e-04 1/K
1 K difference between guides: detuning 7.37 1/cm
carriers: mobility 100 cm2/Vs, mass 0.26 m_e
  index-to-absorption ratio r = 18.0
  least loss at alpha/EP 2 with this shift 0.1320 1/cm
```
